\section*{Shankland-Koelling-Wood Interpolation of a Cubic Band and Its Velocity Convergence}

\section{Samples do not determine a velocity}

The conductivity of an interconnect metal depends on electron velocities at the Fermi surface. A band calculation supplies energies on a regular mesh, and the Fermi surface passes between its points. The obvious remedy is to put a Fourier series through the energies and differentiate it. The difficulty is that the energies do not fix the derivative.

Take an fcc lattice with cubic constant $a$ and nearest-neighbour distance $d=a/\sqrt2$. Divide each reciprocal primitive vector into $n$ parts, with $\Gamma$ on the mesh. Then $n\mathbf k\cdot\mathbf T$ is a multiple of $2\pi$ for every mesh point $\mathbf k$ and lattice vector $\mathbf T$. If $E(\mathbf k)$ fits the samples, so does
\begin{equation}
E(\mathbf k)+\eta\sum_{\mathbf T}\left[1-\cos(n\mathbf k\cdot\mathbf T)\right],
\end{equation}
where $\mathbf T$ runs over the twelve nearest neighbours. The added term has full cubic symmetry and vanishes at every sample, yet it changes the gradient by $\eta n\sum_{\mathbf T}\mathbf T\sin(n\mathbf k\cdot\mathbf T)$. A small ripple in energy becomes a velocity error multiplied by $n$.

Keeping as many Fourier terms as samples does not remove the choice. The vectors $\mathbf R$ and $\mathbf R+n\mathbf T$ give identical phases on the mesh. If both enter the list, two columns of the linear system may coincide and the system is singular; if one enters, something must say which. The Shankland-Koelling-Wood (SKW) scheme keeps more terms than samples and chooses the least rough function that passes through all of them.

\section{The least rough interpolant}

Write $E(\mathbf k)=\sum_{\mathbf R}e_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ and minimise
\begin{equation}
\mathcal R=\sum_{\mathbf R\ne0}\rho(R)|e_{\mathbf R}|^2,\qquad
\rho=(1-C_1X^2)^2+C_2X^6,\quad X=\frac{R}{d},
\label{eq:rough}
\end{equation}
with $C_1=C_2=3/4$. Each factor $R^2$ corresponds to $-\nabla_{\mathbf k}^2$, so the last term penalises the mean square of third derivatives. The constant $e_0$ costs nothing. The sum is cut at $R\le1.2\,nd$. A sphere of that radius holds about $\frac{4\pi}{3}(1.2)^3\sqrt2\,n^3\simeq10n^3$ vectors, so there are about ten coefficients for each point of the full mesh.

Cubic symmetry groups the vectors into stars. Let star $m$ have $n_m$ members, and let $S_m(\mathbf k)$ be the average of $e^{i\mathbf k\cdot\mathbf R}$ over them. Then
\begin{equation}
E=\sum_mc_mS_m,\quad c_m=n_me_{\mathbf R},\quad
\mathcal R=\sum_{m>0}n_m\rho_m\frac{c_m^2}{n_m^2}=\sum_{m>0}\frac{\rho_m}{n_m}c_m^2 .
\end{equation}
The multiplicity appears because the roughness is defined here as a sum over lattice vectors. Minimising $\sum_m\rho_mc_m^2$ instead, without $1/n_m$, gives a different interpolant; for the band below its velocity errors are about a quarter to a third smaller and fall at a similar rate. Inversion symmetry makes $S_m$ and $c_m$ real.

Let $\mathbf k_1,\dots,\mathbf k_N$ be the symmetry-distinct samples, with energies $E_j$. Subtracting the last condition from the others eliminates $c_0$, since $S_0=1$. With $\Delta S_m(\mathbf k_j)=S_m(\mathbf k_j)-S_m(\mathbf k_N)$ and $\Delta E_j=E_j-E_N$, make
\begin{equation}
\frac12\sum_{m>0}\frac{\rho_m}{n_m}c_m^2
-\sum_{j<N}\lambda_j\Big[\sum_{m>0}c_m\Delta S_m(\mathbf k_j)-\Delta E_j\Big]
\end{equation}
stationary. The derivative with respect to $c_m$ gives
\begin{equation}
c_m=\frac{n_m}{\rho_m}\sum_{j<N}\lambda_j\Delta S_m(\mathbf k_j),
\label{eq:cm}
\end{equation}
and inserting this in the conditions gives
\begin{equation}
\sum_{l<N}H_{jl}\lambda_l=\Delta E_j,\qquad
H_{jl}=\sum_{m>0}\frac{n_m}{\rho_m}\Delta S_m(\mathbf k_j)\Delta S_m(\mathbf k_l).
\label{eq:H}
\end{equation}
Finally $c_0=E_N-\sum_{m>0}c_mS_m(\mathbf k_N)$. The samples are reproduced whenever $H$ can be inverted.

On the regular mesh it can. For any vector $x$,
\begin{equation}
x^{\mathsf T}Hx=\sum_{m>0}\frac{n_m}{\rho_m}\Big[\sum_jx_j\Delta S_m(\mathbf k_j)\Big]^2\ge0 .
\end{equation}
If this is zero, every bracket is zero. No point of space is farther than $nd/\sqrt2$ from the lattice $n\mathbf T$, so every class of equivalent vectors has a member inside the cutoff. The brackets are then all the discrete Fourier components of a set of weights: $x_j$ spread evenly over the mesh points equivalent to $\mathbf k_j$, and $-\sum_jx_j$ spread over those equivalent to $\mathbf k_N$. The zero-class component vanishes as well, because the weights sum to zero. Hence all the weights vanish and $x=0$.

The algorithm is short. List the distinct samples and the stars with $h\ge k\ge l\ge0$ and $h+k+l$ even, where $\mathbf R=(a/2)(h,k,l)$. Form $H$, solve for $\lambda$, and recover the $c_m$. With $\boldsymbol\theta=\mathbf ka/2$, sign changes cancel the sines and leave
\begin{equation}
S_m=\frac16\sum_{\text{perm}}\cos(h'\theta_x)\cos(k'\theta_y)\cos(l'\theta_z),
\end{equation}
where $(h',k',l')$ runs over the six permutations of $(h,k,l)$. The velocity is
\begin{equation}
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E=\frac{a}{2\hbar}\nabla_{\boldsymbol\theta}E ,
\end{equation}
and its $x$ component follows by replacing $\cos(h'\theta_x)$ with $-h'\sin(h'\theta_x)$. No finite difference is involved.

\section{Where the coefficients go}

On a regular mesh the minimum can also be found without a matrix. The samples fix the sum of the coefficients in each alias class $\{\mathbf R+n\mathbf T\}$:
\begin{equation}
\sum_{\text{class}}e_{\mathbf R}=\tilde E
=\frac1{n^3}\sum_{\mathbf k}E(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}.
\end{equation}
Each class is a separate minimisation with one multiplier $\mu$. Stationarity gives $2\rho(R)e_{\mathbf R}=\mu$, so $e_{\mathbf R}\propto1/\rho(R)$, and the fixed sum sets the scale:
\begin{equation}
e_{\mathbf R}=\tilde E\,\frac{1/\rho(R)}{\sum_{\text{class}}1/\rho}.
\label{eq:share}
\end{equation}
The class of $\mathbf R=0$ stays at the origin, where it is free of cost. For $n=6,8,12,16$, the coefficients from \eqref{eq:H} and \eqref{eq:share} differ by at most $2.7\times10^{-15}$ eV in the example below.

Equation \eqref{eq:share} shows the weakness of the scheme. Even when a true coefficient sits on a short vector, a part of it is moved to distant images. From here $e_{\mathbf R}$ denotes the true coefficients. With $w_{\mathbf R\mathbf T}$ the fraction moved from $\mathbf R$ to $\mathbf R+n\mathbf T$, the energy error is
\begin{equation}
\delta E=\sum_{\mathbf R}e_{\mathbf R}\sum_{\mathbf T\ne0}w_{\mathbf R\mathbf T}
\left[e^{i\mathbf k\cdot(\mathbf R+n\mathbf T)}-e^{i\mathbf k\cdot\mathbf R}\right].
\label{eq:error}
\end{equation}
The second term is the loss at the original vector. The bracket vanishes on the mesh, as it must.

For $R<0.2\,nd$ the cutoff admits the twelve nearest images and no others. If moreover $R\ll nd$, these images have $X\simeq n$, so $\rho(|\mathbf R+n\mathbf T|)\simeq C_2n^6$ and
\begin{equation}
w_{\mathbf R\mathbf T}\simeq\frac{\rho(R)}{C_2n^6}.
\end{equation}
Define $D(\mathbf k)=\sum_{\mathbf R\ne0}\rho(R)e_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, the band acted on by the roughness weight. Pairing $\mathbf T$ with $-\mathbf T$ in \eqref{eq:error} gives
\begin{equation}
\delta E\simeq\frac{D}{C_2n^6}\sum_{\mathbf T}\left[\cos(n\mathbf k\cdot\mathbf T)-1\right].
\end{equation}

For the gradient, measure $\mathbf R$ and $\mathbf T$ in units of $a/2$, so that $|\mathbf T|^2=2$. Differentiating the moved wave brings down $i(\mathbf R+n\mathbf T)$, whose largest part is $in\mathbf T$. The pairs give $\sum_{\mathbf T}\mathbf Te^{in\boldsymbol\theta\cdot\mathbf T}=i\sum_{\mathbf T}\mathbf T\sin(n\boldsymbol\theta\cdot\mathbf T)$, and $i\cdot i=-1$ sets the sign:
\begin{equation}
\nabla_{\boldsymbol\theta}\delta E\simeq
-\frac{D}{C_2n^5}\sum_{\mathbf T}\mathbf T\sin(n\boldsymbol\theta\cdot\mathbf T).
\label{eq:law}
\end{equation}
At general $\mathbf k$ the velocity error therefore falls as $n^{-5}$, one power more slowly than the energy error. The power comes from $\rho\propto R^6$. With $C_2=0$ the weight grows as $R^4$, and the same count gives $n\cdot n^{-4}=n^{-3}$ for the same band. The law needs the nearest images to lie inside the cutoff. With a cutoff $fnd$ and $1/\sqrt2\le f<1$, fewer than about six coefficients per mesh point, vectors shorter than $(1-f)nd$ have no images and keep their whole class sum. For exponentially decaying coefficients the error then falls faster than any power. For the band below, $f=0.8$ gives relative velocity errors of $3.5\times10^{-7}$ at $n=16$ and $2.7\times10^{-12}$ at $n=32$, against $9\times10^{-6}$ and $2.6\times10^{-7}$ for $f=1.2$.

At mesh points the sines vanish and the next term decides. Since $|\mathbf R+n\mathbf T|^2=2n^2+2n\,\mathbf R\cdot\mathbf T+R^2$,
\begin{equation}
w_{\mathbf R\mathbf T}\simeq\frac{\rho(R)}{C_2n^6}\left(1+\frac{\mathbf R\cdot\mathbf T}{n}\right)^{-3}
\simeq\frac{\rho(R)}{C_2n^6}\left(1-\frac{3\mathbf R\cdot\mathbf T}{n}\right).
\end{equation}
All phases $e^{in\boldsymbol\theta\cdot\mathbf T}$ equal one, so the terms in $i\mathbf R$ cancel and $i\sum e_{\mathbf R}e^{i\boldsymbol\theta\cdot\mathbf R}\sum_{\mathbf T}w_{\mathbf R\mathbf T}n\mathbf T$ remains. Each Cartesian component of $\mathbf T$ is $\pm1$ for eight of the twelve vectors, so $\sum_{\mathbf T}\mathbf T(\mathbf R\cdot\mathbf T)=8\mathbf R$, and
\begin{equation}
\nabla_{\boldsymbol\theta}\delta E\simeq-\frac{24}{C_2n^6}\nabla_{\boldsymbol\theta}D
\qquad\text{(mesh points)}.
\end{equation}
Judging a fit by its velocities at the sampled points would thus give too favourable a rate.

\section{A half-filled band in the copper regime}

The test band is an s band with hopping $t$ and overlap $s$ between nearest neighbours:
\begin{equation}
E=\frac{t\gamma}{1+s\gamma},\qquad
\gamma=4(\cos\theta_x\cos\theta_y+\cos\theta_y\cos\theta_z+\cos\theta_z\cos\theta_x).
\end{equation}
The overlap gives it an infinite Fourier series, so the test is not a recovery of a few cosines. Because $|s\gamma|\le12s<1$, we may expand $E=t\gamma\sum_j(-s\gamma)^j$. The power $\gamma^p$ reaches vectors at most $p$ neighbour steps away, and its coefficients sum to $12^p$. A coefficient needing $p$ steps is therefore bounded by $12|t|(12s)^{p-1}/(1-12s)$, which decays exponentially, so $D$ is finite.

Take $a=0.36$ nm, $t=-0.8$ eV, $s=0.02$ and one electron per atom. The band bottom, at $\gamma=12$, is $-9.6/1.24=-7.74$ eV; the top, at $\gamma=-4$, is $3.2/0.92=3.48$ eV. At 300 K the Fermi level is $0.748$ eV, which makes the occupied width $8.49$ eV. The mean speed on the thermal Fermi shell is $9.81\times10^5$ m/s; refining the zone grid lowers it by 0.03\%.

Velocity errors are measured at 600 points drawn from this shell and displaced at random off the regular grid. They are root-mean-square vector errors divided by the rms speed, $1.035\times10^6$ m/s. Another draw of 600 points changes the errors by a few per cent, the local orders quoted below by about 0.1 and the asymptotic velocity order by about 0.03.

\begin{center}
\begin{tabular}{rrrrr}
$n$ & samples & stars & rms $\delta E$ (meV) & rms $\delta v/v$\\
4 & 8 & 28 & 32 & $3.1\times10^{-2}$\\
6 & 16 & 75 & 3.7 & $3.4\times10^{-3}$\\
8 & 29 & 160 & 0.47 & $5.2\times10^{-4}$\\
12 & 72 & 479 & 0.030 & $4.7\times10^{-5}$\\
16 & 145 & 1060 & 0.0053 & $9.5\times10^{-6}$\\
24 & 413 & 3368 & 0.00043 & $1.2\times10^{-6}$
\end{tabular}
\end{center}

On the full meshes, not just at the distinct samples, the largest energy discrepancy is $1.3\times10^{-14}$ eV. Reproduction to rounding therefore holds at $n=4$ too, where the velocities are wrong by 3\%. It shows that the linear system was solved and says nothing about accuracy between the points. The mean speed over the same points is off by $-2.5\%$ at $n=4$, little better than the rms error, and by $-0.02\%$ at $n=8$, where the rms error is $0.05\%$.

The local order, $\ln(\text{error ratio})/\ln(\text{mesh ratio})$, is 5.4, 6.6, 5.9, 5.6 and 5.2 for successive rows. The coarse meshes are not yet asymptotic, and reading a law from $n=6$ and $8$ alone would give the wrong power. From $n=24$ to $40$ the error falls from $1.150\times10^{-6}$ to $7.87\times10^{-8}$, a factor of 14.6, or order 5.25. At $n=40$ the image sum \eqref{eq:error}, with true coefficients out to $6d$ and the twelve nearest images, reproduces the error field to a relative $10^{-4}$. Evaluated at $n=400$ and $800$, the same sum gives orders 4.99 for velocity and 6.00 for energy at shell points, 6.00 for velocity at mesh points, and 2.98 for velocity with $C_2=0$. At $n=1600$ the leading law \eqref{eq:law} differs from the sum by 0.6\%. These large $n$ test the asymptotics; they are not practical meshes.

\section{Least rough is not most accurate}

A second way to settle the ambiguity is to give each class sum to its shortest vector, shared equally when several tie. This is plain trigonometric interpolation. For the present band its velocity errors are $7.1\times10^{-3}$, $5.7\times10^{-6}$ and $1.6\times10^{-12}$ at $n=4,8,16$. The logarithm of the error falls by about 1.8 to 1.9 per unit of $n$, as expected from exponentially decaying coefficients. At $n=8$ it is 90 times more accurate than SKW.

There is no contradiction. At $n=4$ the roughness is $5.96$ eV$^2$ for SKW and $6.07$ eV$^2$ for the shortest-vector fit: SKW wins the contest it was set. It does so by moving weight that the true band keeps near the origin. For the present band, sampled without noise on a regular mesh, the shortest-vector fit is the better choice. Whenever the Fourier coefficients decay exponentially, its error falls exponentially with $n$ and that of SKW, with a cutoff beyond $nd$ as used here, only as a power, so it wins on a fine enough mesh. If the decay is slow, as it can be near an avoided crossing, that mesh may be very fine, and at moderate $n$ SKW can be as accurate or better. What SKW offers is generality: \eqref{eq:H} does not ask for a regular mesh, provided $H$ remains invertible. Irregular meshes are not examined here.

\section{Noise and band crossings}

An interpolant that reproduces its samples also reproduces their errors. Suppose the energies carry independent random errors of rms size $\sigma$. By Parseval's theorem the squared Fourier coefficients of this noise sum to $\sigma^2$ on the mesh, spread over vectors up to lengths of order $nd$. The mean square gradient is $\sum R^2|e_{\mathbf R}|^2\sim(nd\sigma)^2$, so the velocity error grows as $n\sigma d/\hbar$. For $\sigma=1$ meV, assigned independently to the distinct samples, the rms error, averaged over the noise, is about $0.95\times10^3$ m/s at $n=8$ and $2.0\times10^3$ m/s at $n=16$: doubling $n$ roughly doubles it. Relative to the rms speed these are about $9\times10^{-4}$ and $1.9\times10^{-3}$. At $n=8$ the noise already exceeds the clean interpolation error of $5.2\times10^{-4}$; at $n=16$ it is 200 times larger. With this noise, refining from 8 to 16 makes the velocities worse. Errors that vary smoothly with $\mathbf k$ would be amplified less.

The second limit is a neighbouring band. Couple the s band to a flat level $E_d$ with strength $V$ and keep the upper branch:
\begin{equation}
E_+=\frac{E+E_d}{2}+\sqrt{\frac{(E-E_d)^2}{4}+V^2},\quad
\frac{dE_+}{dE}=\frac12\left[1+\frac{(E-E_d)/2}{\sqrt{(E-E_d)^2/4+V^2}}\right].
\end{equation}
Place $E_d$ 2.5 eV below the Fermi level, with $V=1$ eV, and keep the same 600 points. At the Fermi level the slope is $\frac12(1+1.25/1.60)=0.89$, and the sampled mean speed falls by the ratio 0.891. The SKW error, relative to the new rms speed, is $1.1\times10^{-2}$ at $n=8$, $1.1\times10^{-3}$ at $n=16$ and $2.8\times10^{-6}$ at $n=32$. At $n=16$ it is about 120 times that of the uncoupled s band.

With $V=0$ the upper branch has a true kink, as a band does when states are sorted by energy through a crossing. The errors are then $6.6\times10^{-2}$, $1.9\times10^{-2}$ and $2.6\times10^{-3}$. Around the sampled points this branch coincides with the s band, so the excess over the s-band error comes from the kink elsewhere in the zone: a global Fourier fit carries trouble from one part of the zone to another. The law \eqref{eq:law} does not apply: a square-summable set $\rho(R)e_{\mathbf R}$ would require six square-integrable derivatives, and a kinked band lacks even the second. Sorting bands by character rather than by energy removes the kink when the bands do not couple.

\section{What the velocities mean for a copper line}

For an isotropic mean free path $\lambda$, the relaxation time at speed $v$ is $\lambda/v$. Inserting it in $\sigma_0=(e^2/3)\int g\langle v^2\tau\rangle(-f')\,dE$, where $g$ is the density of states with both spins and $f$ the Fermi function, gives
\begin{equation}
\frac1{\rho_0\lambda}=\frac{e^2}{3}\int g(E)\langle v\rangle_E\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Here $\rho_0=1/\sigma_0$ is the bulk resistivity. The model gives $\rho_0\lambda=70.8$ $\mu\Omega\,$cm$\,$nm, or $7.08\times10^{-16}$ $\Omega\,$m$^2$. Free electrons of the same density give $3\pi^2\hbar/(e^2k_F^2)=65.4$ $\mu\Omega\,$cm$\,$nm, 8\% less.

At low temperature $g\langle v\rangle$ is proportional to the Fermi surface area. The coupling above makes $E_+$ a rising function of $E$, so at a fixed Fermi surface it lowers the speed by 11\%, raises $g$ to match and leaves $\rho_0\lambda$ unchanged. A calculation with a constant relaxation time would feel the speed directly. Going to 400 K gives 70.84 instead of 70.78, a shift of 0.1\%. That is no larger than the 0.13\% by which the zone grid violates the identity $\int f\nabla^2E=\int(-f')|\nabla E|^2$, so it is not resolved on that grid. On a converged grid the values are 70.85 at 300 K and 70.86 at 400 K, a shift of about 0.01\%.

Real copper has a Fermi speed of roughly $10^6$ m/s and $\rho_0\lambda$ of roughly $7\times10^{-16}$ $\Omega\,$m$^2$, so the model sits in the right regime. The speed does so by choice of $t$; $\rho_0\lambda$ is set by the Fermi surface, which at fixed filling does not depend on $t$. It is not a computed copper band: the full d manifold and spin-orbit coupling are absent, and the necks of the model's Fermi surface at the L points are wider than those of copper. With a rough bulk resistivity of 1.7 $\mu\Omega\,$cm, $\lambda=70.8/1.7=42$ nm. A 10 nm line breaks the assumption of bulk scattering. If the width acts as a second scattering length, with rates added, the resistivity rises by a factor $1+42/10\simeq5$, to about 9 $\mu\Omega\,$cm; this is an order-of-magnitude estimate for diffuse walls. Confinement may matter too: standing waves across a width $w$, spaced by $\pi/w$ in wave number, give levels spaced by $\pi\hbar v_\perp/w$, where $v_\perp$ is the velocity component across the line. For an electron moving straight across at the mean speed $v$ this is $0.20$ eV, to be compared with $k_BT=0.026$ eV and a lifetime broadening of $\hbar v/\lambda=0.016$ eV in the bulk, or $\hbar v(1/\lambda+1/w)=0.08$ eV with the wall rate added. Electrons moving mainly along the line, which carry most of the current, have a smaller $v_\perp$ and hence a smaller level spacing, but they also meet the walls less often, at a rate $v_\perp/w$. Their spacing is less than the broadening $\hbar(v/\lambda+v_\perp/w)$ only when $v_\perp<vw/[(\pi-1)\lambda]\simeq0.11v$. Such a comparison of energies does not give the change in resistivity. The wall correction alone far exceeds the interpolation error at $n=8$.

\section*{Computed results}
\begin{verbatim}
lattice constant (rough Cu) 0.36 nm; t -0.8 eV; s 0.02
band bottom -7.742 eV, band top 3.478 eV
Fermi level at 300 K 0.7478 eV
mean Fermi speed 9.8078e+05 m/s
rho*lambda 300 K 70.78 uOhm cm nm = 7.078e-16 Ohm m2
rho*lambda free electrons, same density 65.37 uOhm cm nm
pocket area: shell sum 6.1514, radii 6.1511 (2/a)^2
sea/shell integral ratio 0.998734
shell sample 600 points, rms speed 1.0348e+06 m/s
SKW: n, samples, stars, max mesh error eV, rms dE meV, rms dv/v, d<v>/<v>
   4    8    28 2.2e-15 3.169e+01 3.050e-02 -2.5e-02
   6   16    75 3.6e-15 3.675e+00 3.394e-03 -1.4e-03
   8   29   160 8.9e-15 4.691e-01 5.154e-04 -2.1e-04
  12   72   479 7.1e-15 3.049e-02 4.691e-05 -4.6e-06
  16  145  1060 1.3e-14 5.284e-03 9.479e-06 -2.3e-06
  24  413  3368 1.3e-14 4.252e-04 1.150e-06 -1.9e-07
local velocity orders 4-6: 5.42, 6-8: 6.55, 8-12: 5.91, 12-16: 5.56, 16-24: 5.20
largest coefficient difference, linear system vs alias sharing 2.7e-15 eV
roughness at n=4: SKW 5.96473, shortest-vector 6.06585 eV2
shortest-vector fit, rms dv/v: n=4: 7.14e-03, n=8: 5.72e-06, n=16: 1.62e-12
n=40: rms dv/v 7.874e-08, local order 24-40 5.25
n=40: image sum misses the error by 9.6e-05 (C2=0: 2.1e-05)
n=24: rms dv/v at common mesh points 5.724e-07
n=40: rms dv/v at common mesh points 2.620e-08
asymptotic orders, n=400-800: velocity 4.985, energy 6.001
  velocity at mesh points 6.000, velocity with C2=0 2.984
leading velocity law at n=1600: relative deviation 6.19e-03
1 meV sample noise, n=8: rms dv 9.955e+02 m/s, dv/v 9.62e-04
1 meV sample noise, n=16: rms dv 1.983e+03 m/s, dv/v 1.92e-03
d level 2.5 eV below EF, coupling 1.0 eV: speed ratio 0.891
  rms dv/v n=8: 1.12e-02, n=16: 1.13e-03, n=32: 2.84e-06
d level 2.5 eV below EF, coupling 0.0 eV: speed ratio 1.000
  rms dv/v n=8: 6.64e-02, n=16: 1.87e-02, n=32: 2.64e-03
400 K: rho*lambda 70.84 uOhm cm nm, mean speed 9.8045e+05 m/s
mean free path for rough bulk 1.7 uOhm cm: 41.6 nm
level spacing in a 10 nm line 0.203 eV; kT at 300 K 0.0259 eV
lifetime broadening hbar v/lambda 0.0155 eV
\end{verbatim}
